# Low-temperature ac hopping conductivity of the random-barrier model in effective-medium approximation

Carriers of charge $q$ hop between nearest neighbours on a simple cubic lattice of spacing $\ell$. All sites have the same energy, and the carriers are so dilute that they do not influence one another. Each link has one rate for both directions,
$$\Gamma=\Gamma_0e^{-\beta E},\qquad \beta=\frac1{k_BT},$$
where the barriers $E$ are drawn independently from a density $p(E)$ with cumulative distribution $P(E)$. The density is smooth and nonzero at the barriers that will matter. Fields and populations vary as $e^{i\omega t}$ with $\omega>0$.

The effective-medium approximation replaces the random lattice by a uniform one whose link rate $\gamma(\omega)$ is complex and depends on frequency. The problem is to find $\gamma(\omega)$ at low temperature. Rates and frequencies are given in s$^{-1}$, because atomic units are unnatural for them; energies are in hartree and lengths in bohr.

## (a) The uniform medium

**Relate the conductivity to $\gamma$, and find how the population difference across a link responds when carriers are fed in at one end and removed at the other.**

Let each site hold $N=n\ell^3$ carriers on average, with $n$ the carrier density. A weak field $F$ along a link multiplies the forward rate by $1+qF\ell/2k_BT$ and the backward rate by $1-qF\ell/2k_BT$. Detailed balance fixes only the ratio of the two rates, but an unequal split would give the same net current to first order. To first order the net particle current through a link of the random lattice is
$$\Gamma\left(N_i-N_j+\frac{NqF\ell}{k_BT}\right).$$
The medium carries the same mean current with $\gamma$ in place of $\Gamma$ and equal mean populations. One link crosses each area $\ell^2$, so the current density is $q\gamma NqF\ell/(k_BT\ell^2)$ and
$$\sigma(\omega)=\frac{nq^2\ell^2}{k_BT}\,\gamma(\omega).$$
The prefactor does not depend on frequency. The scaled conductivity is therefore
$$s\equiv\frac{\sigma(\omega)}{\sigma(0)}=\frac{\gamma(\omega)}{\gamma_0},\qquad \gamma_0=\gamma(0).$$

Let $G_{\mathbf r}$ be the transformed population at $\mathbf r$ after one carrier has been placed at the origin:
$$i\omega G_{\mathbf r}-\gamma\sum_{\boldsymbol\delta}(G_{\mathbf r+\boldsymbol\delta}-G_{\mathbf r})=\delta_{\mathbf r,0}.$$
The sum runs over six neighbours, which by symmetry have the same value $G_1$ when $\mathbf r=0$. Hence
$$i\omega G_0+6\gamma(G_0-G_1)=1.$$
A unit source at one end of a link and a unit sink at the other produce the population difference $2(G_0-G_1)$, which is
$$2(G_0-G_1)=\frac a\gamma,\qquad a=\frac{1-i\omega G_0}{3}.$$

## (b) The self-consistency condition

**Change one link of the medium from $\gamma$ to $\Gamma$, solve this problem, and obtain the condition that fixes $\gamma$.**

Let $M$ be the matrix of the uniform equations and $G=M^{-1}$. Let the vector $b$ be $+1$ at one end of the link, $-1$ at the other and zero elsewhere. With $v=\Gamma-\gamma$ the changed matrix is $M+v\,bb^T$. For a source $f$ the populations $N$ obey
$$N=Gf-vGb\,(b^TN).$$
Multiplying by $b^T$ and solving for the single number $b^TN$ gives
$$b^TN=\frac{b^TGf}{1+v\,b^TGb}.$$
Since $b^TGb=2(G_0-G_1)=a/\gamma$,
$$N=Gf-t\,Gb\,b^TGf,\qquad t=\frac{\Gamma-\gamma}{1+a(\Gamma-\gamma)/\gamma}.$$
The number $t$ measures how strongly the link disturbs the medium. The approximation demands that the disturbance vanish on average, $\langle t\rangle=0$. One link is treated without approximation, but correlated disturbances by several links are neglected.

To bring out the barriers, write
$$\frac t\gamma=\frac{\Gamma-\gamma}{\gamma(1-a)+a\Gamma},\qquad a(\Gamma-\gamma)=[\gamma(1-a)+a\Gamma]-\gamma.$$
The condition $\langle t\rangle=0$ then becomes
$$\left\langle\frac{\gamma}{\gamma(1-a)+a\Gamma}\right\rangle=1 .$$
Multiply by $1-a$ and define a generally complex energy $E_g$ by
$$\Gamma_0e^{-\beta E_g}=\gamma\,\frac{1-a}{a}.$$
The result is
$$\left\langle\frac1{1+e^{\beta(E_g-E)}}\right\rangle=1-a. \tag{1}$$
No low-temperature assumption has been made so far.

## (c) The dc rate

**Find $\gamma_0$ at low temperature.**

In three dimensions $G_0$ stays finite as $\omega\to0$, so $a=1/3$. Call the corresponding real energy $E_{g0}$. At low temperature the function averaged in (1) is a step: it is 0 for $E<E_{g0}$ and 1 for $E>E_{g0}$. Equation (1) becomes $1-P(E_{g0})=2/3$, so $E_{g0}$ tends to the critical barrier $E_c$ with
$$P(E_c)=\tfrac13 .$$
The definition of $E_g$ with $(1-a)/a=2$ then gives
$$\gamma_0\simeq\tfrac12\Gamma_0e^{-\beta E_c}. \tag{2}$$

An energy shift is multiplied by $\beta$ in the exponent, so the rounding of the step must be examined. The difference between the rounded and the sharp step is odd about $E_{g0}$. A locally constant density therefore gives no correction. A slope $p'$ contributes
$$-\frac{2p'}{\beta^2}\int_0^\infty\frac{x\,dx}{1+e^x}=-\frac{\pi^2p'}{6\beta^2}$$
to the left side of (1). This moves $\beta E_{g0}$ by an amount of order $1/\beta$, and (2) holds with a relative error of that order.

The value $1/3$ belongs to the approximation. The critical fraction of the random lattice itself is the bond percolation threshold of the simple cubic lattice, about 0.249, so the activation energy in (2) should not be taken as that of the lattice.

## (d) The low-temperature equation for the ac conductivity

**Subtract the dc condition from (1) and derive a closed equation for $s$.**

Put $x=\beta(E-E_{g0})$ and $z=\beta(E_g-E_{g0})$. The difference of the two steps is confined to a few $k_BT$ around $E_c$, where $p$ may be taken as constant:
$$\frac{p(E_c)}{\beta}\int_{-\infty}^{\infty}\!\left[\frac1{1+e^{z-x}}-\frac1{1+e^{-x}}\right]dx=(1-a)-\frac23=\frac13-a .$$
An antiderivative of the bracket is $\ln(1+e^{x-z})-\ln(1+e^x)$. It vanishes at $x\to-\infty$ and tends to $(x-z)-x=-z$ at $x\to+\infty$. For complex $z$ this requires $|\mathrm{Im}\,z|<\pi$, so that $1+e^{x-z}$ never meets the cut of the logarithm. With the dimensionless parameter $\lambda=\beta/p(E_c)$,
$$\frac z\lambda=a-\frac13=-\frac{i\omega G_0}{3}. \tag{3}$$

The definition of $E_g$, divided by its dc form, connects $z$ with $s$:
$$-z=\ln s+\ln\frac{1-a}{2a}.$$
Set $a=\frac13+\delta$. Then
$$\ln\frac{1-a}{2a}=\ln(1-\tfrac32\delta)-\ln(1+3\delta)=-\tfrac92\delta+O(\delta^2).$$
By (3), $\delta=z/\lambda$ is of order $1/\lambda$ at fixed $z$. Hence $-z\to\ln s$ at low temperature.

It remains to find $G_0$. Fourier transformation of the equation in (a) gives $\gamma G_0=g(u)$ with $u=i\omega/\gamma$ and
$$g(u)=\int\!\frac{d^3k}{(2\pi)^3}\frac1{u+\epsilon_{\mathbf k}},\qquad \epsilon_{\mathbf k}=2\sum_{j=1}^3(1-\cos k_j),$$
where each $k_j$ runs from $-\pi$ to $\pi$. Equation (3) says $u\,g(u)=-3z/\lambda$, which tends to zero, so $u\to0$ and $g(u)\to g_0\equiv g(0)$. Writing $1/\epsilon_{\mathbf k}$ as a time integral separates the three directions:
$$g_0=\int_0^\infty\left[e^{-2t}I_0(2t)\right]^3dt=0.2527,$$
with $I_0$ the modified Bessel function and the last integral done numerically. In one and two dimensions the integral diverges at small $k$, and this step fails as written.

Inserting $G_0=g_0/\gamma$ and $\gamma=\gamma_0s$ into (3) gives
$$\ln s=\frac{\lambda}{3}\,\frac{i\omega g_0}{\gamma_0s}.$$
Therefore
$$\boxed{\,s\ln s=iw,\qquad w=\omega\tau,\qquad \tau=\frac{\beta g_0}{3p(E_c)\gamma_0}\,} \tag{4}$$
in the limit $\beta\to\infty$ at fixed $w$, on the solution that starts from $s=1$ at $w=0$. The barrier density has dropped out of the shape of $s(w)$. It survives in $\gamma_0$ and $\tau$. The reason is visible in (3): a change of frequency moves $E_g$ by a few $k_BT$, and over so narrow a window any smooth density looks flat.

## (e) Solution and limits

**Solve (4) and describe its behaviour at low and high frequency.**

With $L=\ln s$, equation (4) reads $Le^L=iw$, so $L$ is the principal Lambert function of $iw$. A form in elementary functions follows from $s=|s|e^{i\varphi}$. Dividing (4) by $s$ gives
$$\ln|s|+i\varphi=\frac w{|s|}(\sin\varphi+i\cos\varphi).$$
The imaginary part gives $w/|s|=\varphi/\cos\varphi$, and the real part then gives $\ln|s|=\varphi\tan\varphi$. Thus
$$|s|=e^{\varphi\tan\varphi},\qquad w=\frac{\varphi\,e^{\varphi\tan\varphi}}{\cos\varphi},\qquad 0<\varphi<\frac\pi2 .$$
As $\varphi$ runs through this interval, $w$ rises from zero to infinity. Since $\mathrm{Im}\,z\to-\varphi$, the condition $|\mathrm{Im}\,z|<\pi$ is met.

At low frequency let $x=iw$ and iterate $L=xe^{-L}$:
$$L=x-x^2+\tfrac32x^3+\dots,\qquad s=e^L=1+x-\tfrac12x^2+\tfrac23x^3+\dots$$
Hence
$$\mathrm{Re}\,s=1+\tfrac12w^2+\dots,\qquad \mathrm{Im}\,s=w-\tfrac23w^3+\dots$$
The term $i\sigma(0)\omega\tau$ in $\sigma$ is the current of a polarizable medium. It adds
$$\Delta\varepsilon=\frac{\sigma(0)\tau}{\varepsilon_0}$$
to the static relative permittivity, or $4\pi\sigma(0)\tau$ in atomic units.

At high frequency $\varphi\to\pi/2$, so $\cos\varphi\simeq(\pi/2)/\ln|s|$. Then
$$\mathrm{Re}\,s=|s|\cos\varphi=\frac{w\cos^2\varphi}{\varphi}\simeq\frac{\pi w}{2\ln^2|s|},$$
which is linear in frequency apart from a logarithm.

A power law would have a constant exponent. The local exponent here is $\nu=d\ln\mathrm{Re}\,s/d\ln w$. Differentiating with respect to $\varphi$,
$$\frac{d\ln\mathrm{Re}\,s}{d\varphi}=\frac{\varphi}{\cos^2\varphi},\qquad \frac{d\ln w}{d\varphi}=\frac1\varphi+2\tan\varphi+\frac{\varphi}{\cos^2\varphi},$$
and the quotient is
$$\nu=\frac{\varphi^2}{\varphi^2+\varphi\sin2\varphi+\cos^2\varphi}.$$
In $1/\nu=1+\sin2\varphi/\varphi+\cos^2\varphi/\varphi^2$ both variable terms decrease with $\varphi$. The exponent therefore rises steadily from 0 to 1, and no frequency range has a strict power law.

## (f) Corrections at finite temperature

**Find the leading correction to (4) and the range of validity.**

At fixed $w$ and sufficiently large $\beta$, the largest neglected term comes from $g(u)$. At small $w$ and finite $\beta$ the logarithm dropped in (d) can matter more, as the first row of the second table in (g) will show. Small $k$ dominates the difference from $g_0$, and there $\epsilon_{\mathbf k}\simeq k^2$:
$$g_0-g(u)\simeq\frac1{2\pi^2}\int_0^\infty\frac{u\,dk}{k^2+u}=\frac{\sqrt u}{4\pi}.$$
Equation (4) becomes $s\ln s=iw[1-\sqrt u/(4\pi g_0)]$. Insert $s(1+\eta)$, where $s$ now solves (4). To first order the left side grows by $s\eta(1+\ln s)$. With $iw=s\ln s$ the relative correction is
$$\eta=-\frac{\ln s}{1+\ln s}\,\frac{\sqrt u}{4\pi g_0},\qquad u\simeq\frac{3\ln s}{\lambda g_0}. \tag{5}$$
It falls as $\beta^{-1/2}$, whereas the terms dropped in (c) and (d) fall as $1/\beta$. The approach to the limit is slow. Validity requires $|u|\ll1$, that is,
$$|\ln s|\ll\frac{\lambda g_0}3 .$$
This is not enough by itself. The logarithm dropped in (d) changes the low-frequency slope of $\mathrm{Im}\,s$ by a fraction of about $9/(2\lambda)$ however small $u$ is, so $\lambda\gg9/2$ is also needed. In addition, $p(E)$ must be nearly constant over the energy $k_BT|\ln s|$ by which $E_g$ moves, as assumed in (d). For a density with narrow structure this can be the stricter condition.

At very high frequency $i\omega G_0\to1$ and $a\to0$, so $\langle t\rangle=0$ gives $\gamma=\langle\Gamma\rangle$. The conductivity then levels off, which (4) cannot describe.

There is also a subtlety at low frequency. For fixed $\beta$ and $w\to0$ we have $u\simeq3iw/(\lambda g_0)$, and the square root adds to $\mathrm{Re}\,s$ the term
$$\frac{w}{4\pi g_0}\sqrt{\frac{3w}{2\lambda g_0}}\;\propto\;w^{3/2}.$$
At small enough $w$ this exceeds $w^2/2$. The quadratic onset in (e) thus belongs to the limit $\beta\to\infty$ taken first.

To see the size of $\eta$, take barriers spread evenly between 0 and $E_m$, so that $\lambda=\beta E_m$. The condition $\langle t\rangle=0$ was solved numerically, with the average over barriers done by quadrature and $g(u)$ kept in full. At $w=100$ the relative distance $|\eta|$ from the solution of (4) is

| $\lambda$ | $\lvert\eta\rvert$ |
|---|---|
| $10^2$ | 0.224 |
| $10^3$ | 0.058 |
| $10^4$ | 0.017 |
| $10^6$ | 0.0016 |

From $10^4$ to $10^6$ the distance falls by a factor of about 10, as a $\lambda^{-1/2}$ law demands. A density rising linearly from zero has a different $E_c$ and $p(E_c)$. At $\beta E_m=10^6$ its largest distance from the same curve at $w=1$, $100$ and $10^4$ is 0.0028, against 0.0026 for the even density.

## (g) A numerical case

**Take even barriers up to $E_m=0.04$ hartree, $T=200$ K, $\Gamma_0=10^{12}$ s$^{-1}$, $\ell=6$ bohr, unit charges and $10^{-3}$ carriers per site. Find the dc quantities and judge how well (4) holds.**

These are round model parameters for carriers that do not interact. Real charges at this density would interact: their mean distance is $n^{-1/3}=60$ bohr, where the Coulomb energy is about $26\,k_BT$ divided by the relative permittivity of the host. The example therefore illustrates the formulas and does not predict the properties of a material. Within the model, $\sigma(0)$ and $\Delta\varepsilon$ are proportional to $n$, while $\gamma_0$, $\tau$ and $s$ do not depend on it. With $k_BT=6.334\times10^{-4}$ hartree,
$$\lambda=\frac{0.04}{6.334\times10^{-4}}=63.2,\qquad E_c=\frac{E_m}{3}=0.0133\ \text{hartree}.$$
The dc rate and the time scale are
$$\gamma_0=\tfrac12\,10^{12}\,e^{-63.155/3}=360\ \mathrm{s^{-1}},\qquad \tau=\frac{63.16\times0.2527}{3\times360}=0.0148\ \mathrm s .$$
So $w=1$ lies at $\omega=67.7$ s$^{-1}$. With $n=10^{-3}/\ell^3$, the formula in (a) becomes $\sigma(0)=10^{-3}\gamma_0/(\ell k_BT)$ in atomic units. This is $2.29\times10^{-15}$ a.u., or $1.05\times10^{-8}$ S/m. The limiting formula for the permittivity gives $\Delta\varepsilon=17.6$.

The next table compares (4) with the full numerical solution of $\langle t\rangle=0$ at 200 K.

| $w$ | $\nu$ from (4) | $s$ from (4) | $s$, full |
|---|---|---|---|
| 0.1 | 0.01 | $1.005+0.099i$ | $1.007+0.089i$ |
| 1 | 0.21 | $1.22+0.79i$ | $1.21+0.67i$ |
| 10 | 0.47 | $2.72+4.40i$ | $2.60+3.41i$ |
| 100 | 0.62 | $9.66+26.4i$ | $8.82+18.0i$ |
| $10^4$ | 0.78 | $256+1337i$ | $215+665i$ |

At $w=100$ the full real part is 9% below the limiting curve and the full imaginary part 32% below. Equation (5) explains why the imaginary part suffers more. There $\ln s=3.34+1.22i$, and the phase of $-s\eta$ comes out at about $84^\circ$, so the leading correction is almost purely imaginary. Its size is only a rough guide here: (5) gives $|\eta|\simeq0.20$, while the full solution has 0.30. About half of the gap arises because $|u|\simeq0.67$ is not small, and keeping $g(u)$ in full raises $|\eta|$ to 0.25. The rest comes from the logarithm dropped in (d), whose relative weight is about $(4.5/\lambda)\,|\ln s/(1+\ln s)|\simeq0.06$. At $w=10^4$ we have $\ln|s|\simeq7.2$, which exceeds $\lambda g_0/3\simeq5.3$. The condition $|u|\ll1$ of (f) is violated, and the imaginary part is wrong by a factor of two.

The first row can be followed by hand. For the even density, keeping the term $-\frac92\delta$ of (d) gives $\ln s=(\lambda-\frac92)\,i\omega G_0/3$ to first order in $\delta$. The low-frequency slope of $\mathrm{Im}\,s$ is thus multiplied by $1-4.5/63.2=0.93$, and $\Delta\varepsilon$ is nearer 16 than 17.6. At $w=0.1$ the square-root term lowers $\mathrm{Im}\,s$ by a further 3%, which leads to 0.089.

All this compares the limit with the effective medium. To compare the medium with the model itself, random lattices of $12^3$ sites with periodic boundaries were generated for the even density, and the linear equations for the populations in a weak field were solved directly. Averages over eight lattices, with standard errors, give these ratios of the lattice rate to the effective-medium rate:

- For $\beta E_m=4$, the dc ratio is $1.004\pm0.009$.
- For $\beta E_m=20$, the dc ratio is $1.70\pm0.07$; other sets of lattices with $12^3$ to $20^3$ sites give 1.5 to 1.6, so the value is uncertain by about 0.2. At $\omega=10\gamma_0$, with $\gamma_0$ the medium's dc rate, the ratio of the real parts is $1.32\pm0.04$.

For this lattice size the medium's dc rate agrees with that of the lattice within the sampling error at $\beta E_m=4$ and is too low at $\beta E_m=20$. The shortfall grows with $\beta E_m$. At $\beta E_m=63$, the value of the example, lattices of $12^3$ to $20^3$ sites have a dc rate about 30 times that of the medium, and a $\Delta\varepsilon$ that is 1.1 to 1.8 times larger and still grows with lattice size. The values of $\gamma_0$, $\sigma(0)$ and $\Delta\varepsilon$ above are therefore those of the medium and not of the lattice. The last ratio is taken at equal $\omega$, not at equal scaled frequency, so it does not decide how closely the shape in (4) follows that of the lattice. Equation (4) is the low-temperature limit of the effective-medium approximation. Its accuracy for the random lattice is a separate question, which these few samples do not settle.

Numerical values quoted here were computed with a short program.
